# The Friedberg-Hartmann-Manassah line shift of an atomic slab: a numerical check

```python
"""
Line shift of a slab of resonant atoms (Friedberg-Hartmann-Manassah).

Result under test, to first order in the atomic density N:
  peak of extinction 1-T at  D_LL + (3/4)|D_LL| [1 - sin(2kL)/(2kL)]
  D_LL = -N d^2/(3 eps0 hbar) = -pi N Gamma/k^3   (Lorentz-Lorenz shift)

Symbols: k wavenumber, L thickness, phi = kL, d dipole matrix element,
Gamma radiative decay rate, gamma half width of the atomic line,
delta = omega - omega_0.  Time factor exp(-i omega t).
Mean-field model: pair correlations beyond an exclusion sphere are absent.
Tests use k = 1, eps0 = 1 and gamma = 1 unless units are stated.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

mp.mp.dps = 50


def shift_ratio(phi):
    """Derived extinction shift divided by D_LL."""
    return 1 - 0.75 * (1 - np.sin(2 * phi) / (2 * phi))


def reflection_ratio(phi):
    """Derived reflection shift divided by D_LL."""
    return 1 - 1.5 * (1 - phi / np.tan(phi))


def coupling_formula(phi):
    """Derived complex mean coupling G of the phased polarization."""
    real = -0.25 * (1 - np.sin(2 * phi) / (2 * phi))
    imag = 0.25 * (phi + np.sin(phi)**2 / phi)
    return real + 1j * imag


# ---------- dipole field, checked against its definition ----------
def dipole_xx(cos2, r):
    """x field of a unit x dipole; cos2 = x^2/r^2."""
    return np.exp(1j * r) / (4 * np.pi * r) * (
        (1 - cos2) + (1 / r**2 - 1j / r) * (3 * cos2 - 1))


x0, y0, z0 = mp.mpf('0.7'), mp.mpf('0.4'), mp.mpf('0.9')


def scalar_wave(x):
    r = mp.sqrt(x**2 + y0**2 + z0**2)
    return mp.exp(1j * r) / (4 * mp.pi * r)


from_definition = complex(scalar_wave(x0) + mp.diff(scalar_wave, x0, 2))
r0 = float(mp.sqrt(x0**2 + y0**2 + z0**2))
assert abs(from_definition - dipole_xx(float(x0)**2 / r0**2, r0)) < 1e-12

# The self-field in quadrature fixes the radiative decay rate.
self_field = dipole_xx(1 / 3, 0.01).imag
assert abs(self_field * 6 * np.pi - 1) < 1e-4


# ---------- field of a plane of dipoles and the exclusion sphere ----------
def plane_field(z, r_min):
    """Sum over a plane at distance z, separations above r_min.

    The radial path is turned into the upper complex plane, which is
    the limit of a very wide beam with vanishing damping.
    """
    def integrand(s):
        r = r_min + 1j * s
        return 1j * 2 * np.pi * r * dipole_xx((1 - z**2 / r**2) / 2, r)

    total = 0j
    edges = [0, 10 * r_min, 10 * r_min + 2, 10 * r_min + 50]
    for lo, hi in zip(edges[:-1], edges[1:]):
        total += quad(lambda s: integrand(s).real, lo, hi, limit=200)[0]
        total += 1j * quad(lambda s: integrand(s).imag, lo, hi, limit=200)[0]
    return total


for z in (0.2, 1.0, 2.5):
    assert abs(plane_field(z, z) - 0.5j * np.exp(1j * z)) < 1e-6
    r_min = 1.4 * z
    closed = 0.25 * np.exp(1j * r_min) * (
        1j + 1 / r_min + 1j * z**2 / r_min**2 - z**2 / r_min**3)
    assert abs(plane_field(z, r_min) - closed) < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(8)
radius = 0.01
with_sphere = sum(w * radius * plane_field(radius * u, radius)
                  for u, w in zip(nodes, weights))
without_sphere = quad(lambda z: -0.5 * np.sin(z), 0, radius)[0] * 2 \
    + 1j * quad(lambda z: 0.5 * np.cos(z), 0, radius)[0] * 2
local_factor = with_sphere - without_sphere
assert abs(local_factor - 1 / 3) < 1e-3

# ---------- mean coupling from its double integral ----------
gl_x, gl_w = np.polynomial.legendre.leggauss(40)


def coupling_quadrature(phi):
    outer = 0.5 * phi * (gl_x + 1)
    total = 0j
    for z, wz in zip(outer, 0.5 * phi * gl_w):
        for lo, hi in ((0, z), (z, phi)):
            zp = lo + 0.5 * (hi - lo) * (gl_x + 1)
            phase = np.exp(1j * (-z + abs(z - zp) + zp))
            total += wz * 0.5 * (hi - lo) * np.sum(gl_w * phase)
    return 0.5j * total / phi


for phi in (0.1, 0.8, 2.0, 5.0):
    assert abs(coupling_quadrature(phi) - coupling_formula(phi)) < 1e-10


# ---------- full mean-field slab: multiple reflections ----------
def index(delta, d_ll):
    return mp.sqrt(1 + 3 * d_ll / (delta + 1j - d_ll))


def slab(delta, d_ll, phi):
    """Forward amplitude relative to vacuum, and reflected amplitude."""
    n = index(delta, d_ll)
    face = (1 - n) / (1 + n)
    trip = mp.exp(2j * n * phi)
    denom = 1 - face**2 * trip
    t = (1 - face**2) * mp.exp(1j * (n - 1) * phi) / denom
    return t, face * (1 - trip) / denom


def extinction(delta, d_ll, phi):
    return 1 - abs(slab(delta, d_ll, phi)[0])**2


def reflection(delta, d_ll, phi):
    return abs(slab(delta, d_ll, phi)[1])**2


def absorption(delta, d_ll, phi):
    return extinction(delta, d_ll, phi) - reflection(delta, d_ll, phi)


def bulk_loss(delta, d_ll, phi):
    return mp.im(index(delta, d_ll))


def peak(signal, d_ll, phi):
    """Highest maximum: coarse search, then Newton steps on the slope."""
    d_ll, phi = mp.mpf(d_ll), mp.mpf(phi)
    grid = [mp.mpf(j) / 20 for j in range(-60, 61)]
    x = max(grid, key=lambda g: signal(g, d_ll, phi))
    h = mp.mpf(10)**(-10)
    for _ in range(8):
        low, mid, high = (signal(x + s * h, d_ll, phi) for s in (-1, 0, 1))
        x -= (high - low) * h / (2 * (high - 2 * mid + low))
    return float(x)


# The grid solution of the integral equation must agree with the slab.
phi_t, d_t, delta_t, count = 2.0, -0.3, 0.2, 600
step = phi_t / count
zg = (np.arange(count) + 0.5) * step
kernel = 0.5j * step * np.exp(1j * abs(zg[:, None] - zg[None, :]))
matrix = (delta_t + 1j - d_t) * np.eye(count) - 3 * d_t * kernel
pol = np.linalg.solve(matrix, 3 * d_t * np.exp(1j * zg))
t_grid = 1 + 0.5j * step * np.sum(pol * np.exp(-1j * zg))
r_grid = 0.5j * step * np.sum(pol * np.exp(1j * zg))
t_slab, r_slab = slab(mp.mpf(delta_t), mp.mpf(d_t), mp.mpf(phi_t))
grid_error = max(abs(t_grid - complex(t_slab)), abs(r_grid - complex(r_slab)))
assert grid_error < 1e-4      # midpoint rule: error of order step squared

# First-order shifts from peaks of the full solution at tiny density.
tiny = -1e-6
low_density = []
for phi in (0.3, 1.0, 2.0, 4.0):
    ext = peak(extinction, tiny, phi) / tiny
    absn = peak(absorption, tiny, phi) / tiny
    refl = peak(reflection, tiny, phi) / tiny
    assert abs(ext - shift_ratio(phi)) < 1e-4
    assert abs(absn - shift_ratio(phi)) < 1e-4
    assert abs(refl - reflection_ratio(phi)) < 1e-4
    low_density.append((phi, ext, shift_ratio(phi), refl))
    # Complex second-order coefficient of the forward amplitude.
    big_d = mp.mpc('0.4', 1)
    amp = mp.mpf(tiny) * 3 * mp.mpf(phi) / 2
    t_small = slab(mp.mpf('0.4'), mp.mpf(tiny), mp.mpf(phi))[0]
    second = big_d * (big_d * (t_small - 1) / (1j * amp) - 1) / tiny
    assert abs(complex(second) - 1 - 3 * coupling_formula(phi)) < 1e-4

bulk = peak(bulk_loss, tiny, 1) / tiny
assert abs(bulk - 0.25) < 1e-4

# The redshift never changes sign; locate its smallest magnitude.
scan = np.linspace(1e-3, 60, 60000)
assert np.all(shift_ratio(scan) > 0)
weakest = minimize_scalar(shift_ratio, bounds=(1.5, 3.0), method='bounded')
assert weakest.fun <= shift_ratio(scan).min() + 1e-8

# ---------- worked example in SI units ----------
wavelength = 800e-9
density = 1e20
decay_mhz = 6.0
half_width_mhz = 500.0
k = 2 * np.pi / wavelength
decay = 2 * np.pi * decay_mhz * 1e6
dipole = np.sqrt(3 * np.pi * const.epsilon_0 * const.hbar * decay / k**3)
d_ll_si = -density * dipole**2 / (3 * const.epsilon_0 * const.hbar)
d_ll_mhz = d_ll_si / (2 * np.pi * 1e6)
assert abs(d_ll_mhz / (-np.pi * density * decay_mhz / k**3) - 1) < 1e-10
x_ll = d_ll_mhz / half_width_mhz

print("TESTS")
print(f"local-field factor, ka = {radius}: {local_factor.real:.6f} (1/eps0)")
print(f"integral equation vs slab, largest error: {grid_error:.1e}")
print("low density: kL, extinction shift/D_LL, formula, reflection shift/D_LL")
for row in low_density:
    print("  {:.1f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"bulk Im n peak / D_LL: {bulk:.5f}")
print("EXAMPLE (frequencies are omega/2pi)")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"wavenumber k: {k:.5e} 1/m")
print(f"density N: {density:.1e} 1/m^3")
print(f"N/k^3: {density/k**3:.5f}")
print(f"radiative rate Gamma: {decay_mhz:.1f} MHz")
print(f"half width gamma: {half_width_mhz:.1f} MHz")
print(f"dipole element d: {dipole:.4e} C m")
print(f"Lorentz-Lorenz shift D_LL: {d_ll_mhz:.4f} MHz")
print("L (nm), kL, sin(2kL)/(2kL), formula (MHz), full slab peak (MHz)")
for thickness_nm in (50, 100, 200, 300, 400, 800):
    phi = k * thickness_nm * 1e-9
    sinc = np.sin(2 * phi) / (2 * phi)
    predicted = d_ll_mhz * shift_ratio(phi)
    full = half_width_mhz * peak(extinction, x_ll, phi)
    assert abs(full - predicted) < 0.05 * abs(d_ll_mhz)
    print(f"  {thickness_nm:4d}  {phi:.4f}  {sinc + 0.0:8.5f}"
          f"  {predicted:.4f}  {full:.4f}")
print(f"weakest redshift: kL = {weakest.x:.4f}, "
      f"L = {weakest.x/k*1e9:.1f} nm")
print(f"weakest redshift / D_LL: {weakest.fun:.5f}")
print(f"weakest redshift: {weakest.fun*d_ll_mhz:.4f} MHz")
print("L = 200 nm, higher density: N (1/m^3), formula, full peak (MHz)")
phi = k * 200e-9
for factor in (10, 100):
    predicted = factor * d_ll_mhz * shift_ratio(phi)
    full = half_width_mhz * peak(extinction, factor * x_ll, phi)
    print(f"  {factor*density:.1e}  {predicted:.3f}  {full:.3f}")
print("all good")
```

Running it gives:

```
TESTS
local-field factor, ka = 0.01: 0.333300 (1/eps0)
integral equation vs slab, largest error: 5.9e-07
low density: kL, extinction shift/D_LL, formula, reflection shift/D_LL
  0.3  0.95580  0.95580  0.95473
  1.0  0.59099  0.59099  0.46314
  2.0  0.10810  0.10810  -1.87298
  4.0  0.34275  0.34275  4.68220
bulk Im n peak / D_LL: 0.25000
EXAMPLE (frequencies are omega/2pi)
wavelength: 800 nm
wavenumber k: 7.85398e+06 1/m
density N: 1.0e+20 1/m^3
N/k^3: 0.20641
radiative rate Gamma: 6.0 MHz
half width gamma: 500.0 MHz
dipole element d: 2.6168e-29 C m
Lorentz-Lorenz shift D_LL: -3.8907 MHz
L (nm), kL, sin(2kL)/(2kL), formula (MHz), full slab peak (MHz)
    50  0.3927   0.90032  -3.5999  -3.5999
   100  0.7854   0.63662  -2.8304  -2.8325
   200  1.5708  -0.00000  -0.9727  -1.0050
   300  2.3562  -0.21221  -0.3535  -0.4117
   400  3.1416   0.00000  -0.9727  -0.9736
   800  6.2832   0.00000  -0.9727  -0.9736
weakest redshift: kL = 2.2467, L = 286.1 nm
weakest redshift / D_LL: 0.08707
weakest redshift: -0.3388 MHz
L = 200 nm, higher density: N (1/m^3), formula, full peak (MHz)
  1.0e+21  -9.727  -12.734
  1.0e+22  -97.268  -255.860
all good
```
